Nuclear spin relaxation in clean and impure superconductors with line nodes

## First half: the rate, the nodal power law and the gap edge

**What dimensions and symmetry fix**

Through the contact interaction, the only mechanism treated here, a nuclear spin in a metal relaxes by flipping together with an electron spin. Let the contact coupling be C, an energy times a volume, and let N0 be the electron density of states per spin, per energy and per volume. The rate is of second order in C, and it needs one electron state to leave and one to enter, so it contains C²N0². This product has no dimension. A rate is an energy divided by ħ, and in a normal metal at low frequency the relevant energy is kT. Hence

1/T1 = (number) × C²N0² kT/ħ,

which is the Korringa law. A superconductor adds one energy, the gap amplitude Δ0. The rate must then be the normal rate at the same temperature times a function R(kT/Δ0).

If the gap vanishes linearly along lines on the Fermi surface, the density of excitations at energy E is smaller than N0 by a factor of order E/Δ0. Two such factors enter at E of order kT, so R ∝ (kT/Δ0)² and 1/T1 ∝ T³. If impurities leave a density n0N0 at zero energy, the two factors become n0², and 1/T1 is again linear in T.

Symmetry supplies one more fact. When a rotation by 90° reverses the sign of the gap, any local quantity odd in the gap averages to zero. This removes the pairing interference term from the rate in the clean system. With impurities it does so only in the averaged treatment of (A4) below, because the term is a square and need not vanish at each nucleus. The theorem below supplies the numbers and the limits of these statements.

**Assumptions**

(A1) The superconductor is a spin singlet in weak-coupling mean-field theory. Its Fermi surface is a cylinder with constant N0, and the band energy ξ, measured from the Fermi level, runs symmetrically over a range much wider than the gap. The gap is real,

Δ(φ) = Δ0 cos 2φ,

with four line nodes parallel to the cylinder axis. Angular brackets ⟨…⟩ denote the average over φ.

(A2) The nucleus has spin 1/2 and couples through C I·s(0), where s = ½ψ†σψ is the electron spin density in units of ħ. In Gaussian units the contact interaction of an electron with g = 2 gives C = (8π/3)(eħ²γ_n/mc), where e > 0 and γ_n is the nuclear gyromagnetic ratio. An enhancement of the conduction-electron density at the nucleus is absorbed in C.

(A3) The nuclear quantum ħω0 is much smaller than kT. Electron Zeeman energy, vortices and exchange enhancement are neglected.

(A4) For the impure system, the scatterers are dilute, nonmagnetic and pointlike. They are treated by the self-consistent scattering matrix, and the average of a product of two local spectral functions is replaced by the product of their averages. This is an approximation. It ignores the variation of the local density from nucleus to nucleus, which is large when strong scatterers bind resonant states around them.

**Theorem.** Let R be the relaxation rate divided by the normal-metal rate at the same temperature.

(a) In the clean system, for kT ≪ Δ0,

R → (π²/3)(kT/Δ0)², so 1/T1 → (π³C²N0²/3ħ)(kT)³/Δ0².

(b) In the clean system R is finite at every temperature between zero and Tc, whereas the same formula with an isotropic gap diverges logarithmically. Just below Tc, however, R exceeds 1, so a small finite hump remains.

(c) With impurities treated as in (A4), in the limit of strong scattering, R → n0² as T → 0, where n0 is the residual density of states in units of N0. Thus 1/(T1T) is constant there, with a value smaller than the normal Korringa value by n0².

Part (b) says that in this model the divergent coherence peak is absent, but some enhancement is present.

**Lemma 1 (the rate).** For a given arrangement of impurities or none,

1/T1 = (πC²/ħ) ∫ dE f(1−f) [ρ(E)² + F(E)²],

where f(E) = 1/(exp(E/kT)+1), the integral covers positive and negative E, and ρ and F are the normal and anomalous local spectral functions defined in the proof.

*Proof.* The part of I·s that flips the nucleus is ½(I₊s₋ + I₋s₊), with s₋ = ψ↓†ψ↑ taken at the nucleus. The golden rule gives the upward rate

W = (2π/ħ)(C/2)² S,

S = Σ p_i |⟨f|s₋|i⟩|² δ(E_f−E_i).

Here i and f are electron states, p_i is the thermal probability, and ħω0 has been dropped by (A3). The downward rate is equal in the same limit. For spin 1/2 the population difference decays at the sum of the two, so 1/T1 = 2W = (πC²/ħ)S.

Now combine ψ↑ and ψ↓† in a two-component field. The mean-field Hamiltonian acts on it as the real matrix

[ h  D ]
[ D  −h ],

where h is the one-electron Hamiltonian, including impurities, and D is the pairing operator. Let its eigenvalues be e_ν, of both signs, and let a_ν and b_ν be the two components of the eigenvector at the nucleus. Then

ψ↑ = Σ a_ν γ_ν,  ψ↓† = Σ b_ν γ_ν,

and the γ_ν are independent fermions with energies e_ν. Therefore s₋ = Σ b_ν a_μ γ_ν γ_μ. Because γ_νγ_μ = −γ_μγ_ν, each unordered pair of modes enters with the amplitude b_νa_μ − b_μa_ν. Different pairs lead to orthogonal final states. Both modes must be occupied at first, and their removal changes the energy by −(e_ν+e_μ). Hence, with a factor ½ for counting each pair twice,

S = ½ Σ (b_νa_μ − b_μa_ν)² f(e_ν)f(e_μ) δ(e_ν+e_μ)

= Σ (b_ν²a_μ² − a_νb_ν a_μb_μ) f(e_ν)f(e_μ) δ(e_ν+e_μ).

The second line follows because the two squared terms are equal after the names ν and μ are exchanged. Define

ρ(E) = Σ a_ν² δ(E−e_ν),  F(E) = Σ a_νb_ν δ(E−e_ν).

If (a, b) solves the eigenvalue equations ha + Db = ea and Da − hb = eb, then (b, −a) solves them with energy −e, as substitution shows. Consequently Σ b_ν² δ(E−e_ν) = ρ(−E), and F(−E) = −F(E). Setting e_μ = E and e_ν = −E, the first term gives ρ(E)². The second gives −F(−E)F(E) = +F(E)². Finally f(−E) = 1−f(E). ∎

Differentiating the Fermi function gives f(1−f) = kT(−f′), where f′ = df/dE. In the normal metal ρ = N0 and F = 0. Since ∫(−f′)dE = 1,

(1/T1)_normal = πC²N0²kT/ħ.

With n = ρ/N0 and m = F/N0, the ratio is therefore

R = ∫ dE (−f′)(n² + m²).

**Lemma 2 (densities of the clean system).** For E > 0,

n(E) = ⟨E/√(E²−Δ²)⟩,  m(E) = ⟨Δ/√(E²−Δ²)⟩,

where the averages include the angles with |Δ| < E. For Δ = Δ0 cos 2φ, m = 0. With x = E/Δ0 and K(k) = ∫₀^{π/2} du/√(1−k²sin²u),

n = (2/π) x K(x) for x < 1,

n = (2/π) K(1/x) for x > 1.

*Proof.* At fixed momentum h = ξ and D = Δ, so the eigenvalues are ±ε with ε = √(ξ²+Δ²). The projector on the upper state is ½(1 + matrix/ε), which gives a² = ½(1+ξ/ε) and ab = Δ/(2ε). In the integral over ξ the odd term ξ/ε cancels. The condition ε = E has two roots, ξ = ±√(E²−Δ²), and each contributes 1/|dε/dξ| = E/√(E²−Δ²). Multiplication by ½ and by Δ/(2E), respectively, gives the stated n and m. The replacement φ → φ+π/2 reverses Δ and leaves the root unchanged, so m = 0.

The distribution of c = |cos 2φ| is (2/π)dc/√(1−c²). For x < 1 set c = x sin u. Then dc/√(x²−c²) = du, and n = (2/π)x∫du/√(1−x²sin²u). For x > 1 set c = sin u, which gives the second form. ∎

The small-x law depends only on the slopes at the nodes. Near node j, Δ = Δ′_j(φ−φ_j), and the average contributes

(1/2π) ∫ E dφ/√(E²−Δ′_j²(φ−φ_j)²) = E/(2|Δ′_j|),

because the integral of 1/√(1−y²) from −1 to 1 is π. Here there are four nodes with slope magnitude 2Δ0, so n = E/Δ0. Expanding the integrand of K, with ⟨sin²u⟩ = ½, gives the next term:

n = x(1 + x²/4 + …).

**Proof of part (a).** For E > 0, expand −f′ in powers of exp(−E/kT). With y = E/kT,

kT(−f′) = Σ (−1)^{j+1} j e^{−jy},  j = 1, 2, ….

Integration term by term, doubled for negative E, gives

∫ E²(−f′)dE = 2·2!·(π²/12)(kT)² = (π²/3)(kT)²,

∫ E⁴(−f′)dE = 2·4!·(7π⁴/720)(kT)⁴ = (7π⁴/15)(kT)⁴.

The numbers π²/12 and 7π⁴/720 are the alternating sums of 1/j² and 1/j⁴. Since n² = x² + x⁴/2 + …, and with t = kT/Δ0,

R = (π²/3)t² [1 + (7π²/10)t² + …].

Multiplication by the normal rate proves (a). ∎

The correction shows how low the temperature must be. Quadrature of the full integral gives a ratio to the T³ law of 1.018 at t = 0.05 and 1.10 at t = 0.10.

**Remark (which property gives T³).** Consider a gap Δ0|cos 2φ|, with the same n but no sign change. At small x the substitution c = x sin u gives m = (2/π)x. Then n² + m² = x²(1+4/π²), and the cubic law survives with a larger coefficient. The power therefore comes from the linear density of states. The sign change removes the interference term and fixes the coefficient.

**Lemma 3 (the gap edge).** An isotropic gap makes the integral R diverge logarithmically. The gap Δ0 cos 2φ does not.

*Proof.* For an isotropic gap Δ, Lemma 2 gives

n² + m² = (E²+Δ²)/(E²−Δ²) ≈ Δ/(E−Δ) near E = Δ.

If a broadening η cuts off the singularity, the two edges E = ±Δ together give R = 2Δ(−f′(Δ)) ln(1/η) plus a constant.

For the nodal gap the behaviour of K near k = 1 is needed. Put k′ = √(1−k²) ≪ 1 and replace u by π/2−u, so that K = ∫du/√(sin²u+k′²cos²u). Split the integral at w, with k′ ≪ w ≪ 1. The lower part is ∫₀^w du/√(u²+k′²) ≈ ln(2w/k′). The upper part is ∫du/sin u ≈ ln(2/w). Their sum is

K ≈ ln(4/k′).

On either side of x = 1, k′² ≈ 2|1−x|, and hence

n ≈ (1/π) ln(8/|1−x|).

The square of a logarithm is integrable. Elsewhere n is bounded, and m = 0, so R is finite. ∎

The contrast is visible when E is replaced by E+iη in the densities and R is integrated numerically at kT equal to half the gap amplitude. For η equal to 10⁻³, 10⁻⁴ and 10⁻⁵ of that amplitude, the isotropic gap gives 2.88, 3.84 and 4.81. The rise of 0.97 per decade agrees with 2Δ(−f′(Δ)) ln 10. The nodal gap gives 0.758, 0.760 and 0.760.

**Lemma 4 (a hump must remain).** In the clean system, as Δ0/kT → 0,

R − 1 → (Δ0/2kT) J,  J = ∫₀^∞ (n²−1)dx > 0.

*Proof.* At large x, n = 1 + ⟨cos²2φ⟩/(2x²) + … = 1 + 1/(4x²) + …, so n²−1 is integrable. In

R − 1 = ∫dE(−f′)(n²−1)

the important energies are then of order Δ0, where −f′ → 1/(4kT). Both signs of E contribute, giving 2Δ0J/(4kT), as stated.

To find the sign of J, define for Re z > 0

G(z) = ⟨z/√(z²+Δ²)⟩.

In this half plane z²+Δ² never lies on the negative real axis, so G is analytic. On its boundary z = −iE, and Re G = n. Also G²−1 falls as 1/z² at large |z|, so the contour can be closed by a large arc that contributes nothing. The squared logarithms at E = ±Δ0 are integrable and contribute nothing either. Hence the integral of G²−1 over all real E vanishes. Its real part is n² − (Im G)² − 1, which is even in E. Thus

J = ∫₀^∞ (Im G)² dx.

For x > 1 every root in the average is real and Im G = 0. For 0 < x < 1 the angles with |cos 2φ| > x give a nonzero imaginary part. Therefore J > 0. ∎

Numerical quadrature gives J = 0.474. Lemmas 3 and 4 prove part (b), since Δ0/kT tends to zero at Tc. The density pushed out of the low-energy region is piled up near the gap edge, and its square counts for more than the loss.

## Second half: the size of the hump, impurities and an example

**Results carried over**

The ratio of the superconducting to the normal relaxation rate at the same temperature is

R = ∫ dE (−f′)(n²+m²).

Here f is the Fermi function, and n and m are the normal and anomalous local densities in units of the normal density N0. The gap is Δ = Δ0 cos 2φ on a cylinder, its sign change makes m = 0, and n is the real part of

G(z) = ⟨z/√(z²+Δ²)⟩ at z = −iE.

In the clean system R → (π²/3)(kT/Δ0)² at low temperature. Just below Tc, R − 1 → (Δ0/2kT)J with J = 0.474. The elliptic integral obeys K ≈ ln(4/k′) for small k′ = √(1−k²).

**Lemma 5 (gap amplitude).** In the clean system

Δ0(0) = 2π exp(−γ_E−½) kTc = 2.14 kTc,

where γ_E is Euler's constant. Near Tc, Δ0 ∝ √(Tc−T).

*Proof.* Let the attraction have the angular form cos 2φ cos 2φ′ and a cutoff Λ. With ω_j = (2j+1)πkT, the mean-field condition is that

2πkT Σ ⟨2cos²2φ/√(ω_j²+Δ²)⟩, summed over 0 < ω_j < Λ,

equals a constant set by the coupling. At Tc the gap vanishes and the sum is

2πkTc Σ 1/ω_j = Σ 1/(j+½) = ln[2e^{γ_E}Λ/(πkTc)].

At T = 0 the sum becomes an integral over ω. Since ∫₀^Λ dω/√(ω²+Δ²) = ln(2Λ/|Δ|), it equals

ln(2Λ/Δ0) − ⟨2cos²θ ln|cos θ|⟩, with θ = 2φ.

Write 2cos²θ = 1 + cos 2θ and use ln|2cos θ| = cos 2θ − ½cos 4θ + …. The average is then −ln 2 + ½. Equating the two results gives ln(Δ0/kTc) = ln π − γ_E + ln 2 − ½, as stated.

At a general temperature the sum of 2πkT/ω_j exceeds its value at Tc by ln(Tc/T). Subtracting it removes the cutoff:

ln(T/Tc) = 2πkT Σ [⟨2cos²2φ/√(ω_j²+Δ²)⟩ − 1/ω_j].

For small Δ0 the bracket is negative and proportional to Δ0²/ω_j³. Hence Δ0² ∝ Tc−T. ∎

The hump therefore starts with R − 1 ∝ √(Tc−T). This rises faster than the prefactor T falls, so 1/T1 itself increases at first on cooling through Tc.

Solving the last equation numerically at each temperature and integrating R by quadrature gives a largest R of 1.06 at 0.98Tc. The largest 1/T1 is 4.6% above its value at Tc and occurs at 0.99Tc.

The sign change also keeps the hump small. For the gap Δ0|cos 2φ| the interference term does not cancel. With c = |cos 2φ|, its density for x = E/Δ0 < 1 is

m = (2/π) ∫₀^x c dc/√[(x²−c²)(1−c²)].

Put q = √(x²−c²), so c dc = −q dq. The integral becomes ∫₀^x dq/√(1−x²+q²), and m = (2/π)artanh x. For x > 1 the upper limit is c = 1, and q = √(1−c²) gives m = (2/π)artanh(1/x) in the same way. If the attraction is also changed, to the form |cos 2φ||cos 2φ′|, the gap equation keeps the form given in Lemma 5 and Δ0 is the same at each temperature. The largest R is now 1.33, at 0.94Tc. These values are for the clean weak-coupling model; the effect of scattering on the hump is not calculated here.

**Lemma 6 (impurities).** Let n_i be the number of impurities per volume and V the strength of each contact potential. Define

Γ = n_i/(πN0),  c = 1/(πN0V).

At imaginary frequency iω, with ω > 0, the averaged system is described by replacing ω with z, where

z = ω + ΓG(z)/(c²+G(z)²).

The scattering does not change the gap function by a self-energy, and m = 0 remains true.

*Proof.* Let τ1 and τ3 be Pauli matrices in the space of ψ↑ and ψ↓†. An ordinary potential has opposite signs for the two components and enters as Vτ3. The averaged local Green function is

g = N0 ∫dξ ⟨(iz−ξτ3−Δτ1)⁻¹⟩

= −N0 ∫dξ ⟨(iz+ξτ3+Δτ1)/(z²+ξ²+Δ²)⟩.

The ξ term is odd and integrates to zero. The Δ term vanishes under φ → φ+π/2. Since ∫dξ/(z²+ξ²+Δ²) = π/√(z²+Δ²), what remains is g = −iπN0G.

Repeated scattering from one impurity gives a matrix Q = Vτ3 + Vτ3gQ, so

Q = (τ3/V − g)⁻¹ = (τ3/V + iπN0G)⁻¹

= (τ3/V − iπN0G)/(V⁻² + π²N0²G²).

The last step uses τ3² = 1, which makes (τ3/V+iπN0G)(τ3/V−iπN0G) equal to the denominator. For dilute impurities the self-energy is n_iQ. Its τ3 part shifts ξ and drops out on integrating over a wide symmetric band. Its unit-matrix part changes iω into

iz = iω + i n_i πN0G/(V⁻²+π²N0²G²).

Dividing numerator and denominator of the last term by π²N0² gives the stated equation. No τ1 part appears, which proves the last statement. ∎

Impurities can still reduce the value of Δ0 through the gap equation. Below, Δ0 denotes the amplitude in the sample considered. At real energy, ω is replaced by −iE+0⁺, and the density is n = Re G(z).

**Lemma 7 (residual density).** Let γ be the limit of z as ω → 0⁺. For strong scatterers, c = 0, and Γ ≪ Δ0,

n0 = Γ/γ,  γ² ≈ πΓΔ0/(2L),  L = ln(4Δ0/γ).

For weak scatterers, c ≫ 1, with Γ_B = Γ/c² ≪ Δ0,

γ ≈ 4Δ0 exp(−πΔ0/2Γ_B),  n0 = γ/Γ_B.

*Proof.* For real positive z the angular average is

G(z) = (2/π) [z/√(z²+Δ0²)] K(k),  k′ = z/√(z²+Δ0²).

For z ≪ Δ0 the logarithmic form of K gives

G ≈ (2z/πΔ0) ln(4Δ0/z).

With c = 0 and ω = 0 the equation of Lemma 6 is γG(γ) = Γ. Therefore n0 = G(γ) = Γ/γ, and inserting the small-z form gives γ². With c ≫ 1 it is γ = Γ_BG(γ), or 1 = (2Γ_B/πΔ0)L, which gives the exponential. ∎

In the strong-scattering limit n0² = Γ²/γ² ≈ 2ΓL/(πΔ0). The residual relaxation is thus proportional to the impurity concentration, apart from the logarithm. In the weak limit it is exponentially small. Line nodes together with impurities therefore do not ensure an observable linear law; the strength of the individual scatterer matters. Because c² competes with G² in the equation for z, the strong limit requires c ≪ n0, and c ≪ 1 is not enough. At Γ = 10⁻⁴Δ0 the zero-energy equation γ(c²+G²) = ΓG gives n0 = 0.0207, 0.0183, 0.0093 and 2.6×10⁻⁵ for c = 0, 0.01, 0.02 and 0.03.

**Proof of part (c).** The density n(E) is even and smooth near E = 0 because γ > 0. Write n = n0 + ½n″E², so n² = n0² + n0n″E² to this order. With ∫E²(−f′)dE = (π²/3)(kT)²,

R = n0² + (π²/3) n0 n″ (kT)² + …,  kT ≪ γ.

The first term survives as T → 0, and 1/T1 = n0² πC²N0²kT/ħ. This is the Korringa law with the density N0 replaced by n0N0. ∎

**Lemma 8 (sign of the first correction).** For strong scatterers with γ ≪ Δ0, n″ < 0 at E = 0, so 1/(T1T) first falls on warming.

*Proof.* With c = 0 and the small-z form of G, the equation for z is

(z−ω) P(z) = πΓΔ0/2,  P(z) = z ln(4Δ0/z).

Expand z = γ + aω + bω². At z = γ, P = γL, P′ = L−1 and P″ = −1/γ. The terms of first order in ω give

(a−1)γL + γ(L−1)a = 0, so a = L/(2L−1).

The terms of second order give

bγL + (a−1)a(L−1) + γ[(L−1)b − a²/(2γ)] = 0.

Since 1−a = (L−1)/(2L−1), this yields

b = [L(L−1)² + L²/2] / [γ(2L−1)³].

Now G = (2/πΔ0)P(z). The coefficient of ω² in G is

B = (2/πΔ0)[(L−1)b − a²/(2γ)]

= (2/πΔ0) L[(L−1)³ − L²/2] / [γ(2L−1)³].

At real energy ω = −iE. The linear term of G is imaginary and does not enter n. The quadratic term changes sign because ω² = −E², so n = n0 − BE² and n″ = −2B. For L > 2.5 the square bracket is positive. The condition γ ≪ Δ0 makes L larger than this. ∎

The residual density is thus a local maximum at zero energy. Raising the temperature first samples the lower density beside it, and later the rising nodal density.

**Crossover.** The two limiting laws are equal when (π²/3)(kT\*/Δ0)² = n0², or

kT\* = √3 n0Δ0/π.

The cubic law requires T above T\* and T ≪ Tc. If n0 is not small, there is no such interval.

**Worked example**

Take the round model parameters Δ0/k = 20 K, normal 1/(T1T) = 0.10 s⁻¹K⁻¹, strong scatterers and Γ = 10⁻⁴Δ0. The clean system with the same Δ0 has Tc = 20 K/2.14 = 9.35 K. The gap equation gives a clean gap at 2 K that is 0.4% below its zero-temperature value, so Δ0 is held constant up to 2 K in both systems. In the clean system this lowers R at 2 K by about 1%.

Numerical solution of γG(γ) = Γ gives γ = 0.00484Δ0, or γ/k = 97 mK. Hence

n0 = 10⁻⁴/0.004835 = 0.0207,  n0² = 4.28×10⁻⁴.

The logarithm is L = ln(4/0.004835) = 6.72. The approximate formula gives γ² = 1.571×10⁻⁴Δ0²/6.72, which reproduces γ to the digits shown. The zero-temperature limit is

1/(T1T) = 0.10 × 4.28×10⁻⁴ = 4.3×10⁻⁵ s⁻¹K⁻¹,

and the crossover temperature is

T\* = 1.732 × 0.0207 × 20 K/3.142 = 0.23 K.

For the temperature dependence, the equation for z was solved by iteration at real energies, and n² was integrated numerically with the weight −f′. The clean values come from quadrature with the elliptic integrals. The ratios are:

- 0.01 K: clean 8.22×10⁻⁷, impure 4.25×10⁻⁴
- 0.10 K: clean 8.23×10⁻⁵, impure 3.25×10⁻⁴
- 0.20 K: clean 3.29×10⁻⁴, impure 4.64×10⁻⁴
- 0.50 K: clean 2.07×10⁻³, impure 2.11×10⁻³
- 1.00 K: clean 8.38×10⁻³, impure 8.39×10⁻³
- 2.00 K: clean 3.61×10⁻², impure 3.60×10⁻²

Multiplying by 0.10 s⁻¹K⁻¹ and by T gives the rates. At 1 K both systems have 1/T1 = 8.4×10⁻⁴ s⁻¹. At 0.01 K the clean rate is 8.2×10⁻¹⁰ s⁻¹ and the impure rate is 4.3×10⁻⁷ s⁻¹, about 500 times larger. For a nuclear frequency of 10 MHz, ħω0/k is 0.48 mK. This is 5% of the lowest temperature used, so the first condition of (A3), ħω0 ≪ kT, holds there. This number does not test the other neglects in (A3). If the frequency comes from an applied field that also acts on the electrons, their Zeeman energy exceeds ħω0 by the ratio of e/mc to γ_n, several hundred or more, and is then much larger than kT at 0.01 K. The listed values hold only when that energy and vortices are negligible.

Between 0.5 and 1 K, the logarithmic slope of 1/T1 against T is 3.02 in the clean system and 2.99 in the impure one. Between 0.01 and 0.02 K the impure slope is 0.97. It lies below 1 because of the negative curvature in Lemma 8, whose formula gives Δ0²n″ = −151. At 0.01 K, where kT/Δ0 = 5×10⁻⁴, the relative correction to n0² is

(π²/3)(−151)(5×10⁻⁴)²/0.0207 = −0.006,

in agreement with 4.25/4.28 in the list, within rounding.

The fall continues outside the range of that expansion. The smallest R is 0.76n0², at 0.10 K, where kT is about equal to γ. The strictly linear law is therefore a limit for kT ≪ γ, and for c = 0, 1/(T1T) has a shallow minimum before the cubic regime. This minimum belongs to the limit c ≪ n0. With the same Γ it is only 0.89n0² at c = 0.01, and at c = 0.02 the curvature n″ is positive and R stays above n0² from 0.01 K to 1 K. Adding the two limiting laws would miss this minimum. At 0.20 K the sum would be 7.6×10⁻⁴, whereas the calculated R is 4.6×10⁻⁴.

For comparison, weak scatterers with Γ_B = 10⁻⁴Δ0 give, from Lemma 7, log₁₀n0 ≈ −6800. In the normal state G = 1, and the equation for z adds Γ_B to ω for weak scatterers and Γ for strong ones. The two cases thus have the same normal-state scattering rate, yet the weak scatterers leave no observable linear term.

**Remark (limits of the impurity result).** The constant n0 is a property of the averaged medium. It includes the resonant states around strong scatterers, so a nucleus near one can see a much higher density than a nucleus far from all of them. The average of the squared density is never smaller than the square of the average, and the rate averaged over all nuclei can therefore be well above the value given by n0². Interference between impurities, which can change the density at the lowest energies, is also omitted by (A4). In the averaged model, the low-temperature value of 1/(T1T), divided by its normal value, equals n0². In a real sample a nonzero limit of this ratio is consistent with a residual density, but it should not be read as a precise measurement of n0. For a clean system on the cylinder of (A1), with N0 independent of angle and a gap that has four nodes and changes sign under a rotation by 90°, the T³ coefficient divided by the normal 1/(T1T) gives the slope of the gap at its nodes. On an anisotropic Fermi surface it gives that slope divided by the density of states in the nodal direction relative to the angular average. For a square-lattice band ξ = −2t(cos kx+cos ky) + 4t′cos kx cos ky − μ with t′ = 0.3t, μ = −t and a gap proportional to cos kx − cos ky, this ratio is 0.72, and the cylinder rule overestimates the slope by about 40%.
